# Parseval's Theorem and the Overlap Factor in Subband Acoustic-Phonon Scattering, part 1

(Sections cited here and not found follow in the second part.)

## From the form factor to the density overlap

### A case with three wavevectors

Take an electron in the lowest state of a well with hard walls at $z=0$ and $z=W$. Its probability density is

$$|\psi_1(z)|^2=\frac{2}{W}\sin^2\frac{\pi z}{W}=\frac1W\left(1-\cos\frac{2\pi z}{W}\right). \tag{1}$$

A phonon with wavevector component $q_z$ along $z$ acts on this electron through the form factor $I_{11}(q_z)=\int|\psi_1|^2e^{iq_zz}dz$. Suppose for the moment that the phonons are periodic over the length $W$ itself, so that $q_z=2\pi j/W$ with integer $j$. The density (1) contains a constant and one cosine. The constant gives $I_{11}=1$ at $j=0$. The cosine is half the sum of two exponentials, so it gives $I_{11}=-\tfrac12$ at $j=1$ and at $j=-1$. All other form factors vanish, and

$$\sum_{q_z}|I_{11}(q_z)|^2=1+\frac14+\frac14=\frac32. \tag{2}$$

Now integrate the square of the density. The mean of $(1-\cos)^2$ over a full period is $1+\tfrac12$, since the cosine averages to zero and its square to one half. Hence

$$W\int_0^W|\psi_1|^4dz=W\,\frac{1}{W^2}\,\frac32\,W=\frac32. \tag{3}$$

The two numbers agree. The sum over phonons has become an integral over $z$ of the density times itself. The rest of this section shows when a scattering rate contains the unweighted sum (2), and what replaces (3) for two different subbands and arbitrary envelopes.

### Electrons, phonons and their coupling

The electron states are

$$\Psi_{m\mathbf k}(\mathbf r,z)=\frac{1}{\sqrt A}\,e^{i\mathbf k\cdot\mathbf r}\psi_m(z),\qquad E=E_m+\frac{\hbar^2k^2}{2m_t}, \tag{4}$$

where $\mathbf r$ and $\mathbf k$ lie in the plane, $A$ is the area, $m_t$ is the isotropic in-plane mass and $\int|\psi_m|^2dz=1$. The energy $E$ includes the subband energy $E_m$.

The phonons are those of a uniform, isotropic solid of density $\rho$ and volume $\Omega=AL$, with periodic boundary conditions over a length $L$ along $z$. This ignores any change of the vibrations at the walls that confine the electron. A phonon has wavevector $(\mathbf Q,q_z)$ of magnitude $q=\sqrt{Q^2+q_z^2}$ and frequency $\omega=vq$. The longitudinal displacement is

$$\mathbf u=\sum_{\mathbf Q,q_z}\sqrt{\frac{\hbar}{2\rho\Omega\omega}}\;\hat{\mathbf q}\left[a\,e^{i(\mathbf Q\cdot\mathbf r+q_zz)}+a^\dagger e^{-i(\mathbf Q\cdot\mathbf r+q_zz)}\right], \tag{5}$$

with $a$ the annihilation operator of the mode and $\hat{\mathbf q}$ the unit vector along its wavevector. An isotropic deformation potential $D$ shifts the band edge by $V=D\,\nabla\cdot\mathbf u$. The divergence brings down $\pm iq$, so each mode enters $V$ with an amplitude whose square is

$$g_q^2=D^2q^2\,\frac{\hbar}{2\rho\Omega vq}=\frac{D^2\hbar q}{2\rho v\Omega}. \tag{6}$$

For a transition from $(m,\mathbf k)$ to $(n,\mathbf k')$, the in-plane integral gives one if $\mathbf k'=\mathbf k+\mathbf Q$ for absorption, or $\mathbf k'=\mathbf k-\mathbf Q$ for emission, and zero otherwise. There is no such rule for $q_z$, because the envelopes are not plane waves. The $z$ integral leaves the form factor

$$I_{mn}(q_z)=\int\psi_m^*(z)\,\psi_n(z)\,e^{iq_zz}dz. \tag{7}$$

The emission element has modulus $|I_{mn}(q_z)|$ and the absorption element $|I_{mn}(-q_z)|$. Since both signs of $q_z$ are summed, the distinction drops out. With $N_q$ phonons in the mode,

$$|M_\pm|^2=\frac{D^2\hbar q}{2\rho v\Omega}\,|I_{mn}(q_z)|^2\left(N_q+\tfrac12\pm\tfrac12\right), \tag{8}$$

the upper sign for emission and the lower for absorption.

### Equipartition removes the weight

The golden rule contains (8) multiplied by an energy-conserving delta function. Two approximations are now made. First, the phonon energy is dropped from energy conservation, which needs $\hbar\omega$ small against the kinetic energies before and after the collision. Absorption and emission then share one delta function, and their occupation factors add to $2N_q+1$. Secondly, $\hbar\omega$ is taken as small against $k_BT$. With $x=\hbar vq/k_BT$ and $N_q=1/(e^x-1)$,

$$2N_q+1=\frac{e^x+1}{e^x-1}=\coth\frac x2\simeq\frac2x=\frac{2k_BT}{\hbar vq}. \tag{9}$$

This is equipartition: each mode has the mean energy $k_BT$. The factor $1/q$ in (9) cancels the factor $q$ in (8):

$$|M_+|^2+|M_-|^2=\frac{D^2\hbar q}{2\rho v\Omega}\,\frac{2k_BT}{\hbar vq}\,|I_{mn}|^2=\frac{C}{\Omega}\,|I_{mn}(q_z)|^2,\qquad C=\frac{D^2k_BT}{\rho v^2}. \tag{10}$$

A phonon of large $q$ strains the crystal more for a given amplitude, but it is less strongly excited, and the two effects compensate. What remains is the squared form factor with a constant weight. Without this cancellation the sum over $q_z$ would be a weighted one, and Parseval's theorem could not be applied to it directly.

### The sum over out-of-plane wavevectors

Fix the final state $(n,\mathbf k')$. This fixes $\mathbf Q$ but leaves $q_z$ free, so the rate contains $\sum_{q_z}|I_{mn}(q_z)|^2$. Write $f(z)=\psi_m^*(z)\psi_n(z)$. If the length $L$ contains the whole region where $f$ differs from zero, $f$ has the Fourier series

$$f(z)=\frac1L\sum_{q_z}I_{mn}(q_z)\,e^{-iq_zz},\qquad q_z=\frac{2\pi j}{L}. \tag{11}$$

Multiply $f$ by its complex conjugate and integrate over $L$. Exponentials with different $q_z$ are orthogonal, and equal ones give $L$:

$$\int|f|^2dz=\frac{1}{L^2}\sum_{q_z,q_z'}I_{mn}(q_z)I_{mn}^*(q_z')\int_Le^{-i(q_z-q_z')z}dz=\frac1L\sum_{q_z}|I_{mn}(q_z)|^2. \tag{12}$$

Since $|f|^2=|\psi_m|^2|\psi_n|^2$, this reads

$$\sum_{q_z}|I_{mn}(q_z)|^2=L\,F_{mn},\qquad F_{mn}=\int|\psi_m(z)|^2\,|\psi_n(z)|^2\,dz. \tag{13}$$

The opening example is (13) with $m=n=1$ and $L=W$. With $L=7.0$ nm, a well of $W=5.0$ nm and $m=1$, $n=2$, direct summation gives a ratio of the two sides equal to 1.00000.

For a thick crystal the wavevectors lie $2\pi/L$ apart, so the sum becomes $(L/2\pi)\int dq_z$ and (13) becomes

$$\frac{1}{2\pi}\int_{-\infty}^{\infty}|I_{mn}(q_z)|^2dq_z=F_{mn}. \tag{14}$$

This can also be proved without a box. Insert a convergence factor $e^{-\eta q_z^2/2}$ with $\eta>0$, and write $|I_{mn}|^2$ as a double integral:

$$\frac1{2\pi}\int e^{-\eta q_z^2/2}|I_{mn}|^2dq_z=\iint f(z)f^*(z')\,\frac{e^{-(z-z')^2/2\eta}}{\sqrt{2\pi\eta}}\,dz\,dz'. \tag{15}$$

The Gaussian on the right is the result of the $q_z$ integral. It has unit area and width $\sqrt\eta$. As $\eta\to0$ it forces $z'=z$, and for the continuous, bounded envelopes of bound states the right side tends to $\int|f|^2dz$, which is (14).

### What the overlap means

Equation (13) concerns the sum and not its separate terms. At $q_z=0$ the form factor between two different subbands is $\int\psi_m^*\psi_n\,dz=0$ by orthogonality. The overlap $F_{mn}$ of their densities is nevertheless positive, because densities cannot cancel. A uniform dilation cannot move an electron from one subband to another; phonons with $q_z\neq0$ can.

The product of densities has a direct meaning in real space. The thermal correlation of the deformation energy at two points separated by $\mathbf s$ follows from (5), (6) and (9):

$$\langle V(\mathbf R)V(\mathbf R+\mathbf s)\rangle=\sum_{\mathbf q}g_q^2(2N_q+1)e^{i\mathbf q\cdot\mathbf s}\simeq\frac C\Omega\sum_{\mathbf q}e^{i\mathbf q\cdot\mathbf s}=C\,\delta(\mathbf s). \tag{16}$$

Here the terms with $\mathbf q$ and $-\mathbf q$ have been combined. In equipartition the phonons therefore act as a random potential without correlation between different points. Different planes $z$ scatter independently, so their probabilities add, not their amplitudes. The amplitude contributed by one plane is proportional to $\psi_m^*\psi_n$ there, its probability to $|\psi_m|^2|\psi_n|^2$, and the sum over planes is $F_{mn}$.

The quantity $F_{mn}$ has the dimension of an inverse length. Its inverse for $m=n$ may be called the effective width of the subband. If a density is compressed along $z$ without a change of shape, $F_{mm}$ grows in inverse proportion to its width, and so does the scattering within the subband.

### The scattering rate

The golden rule with (10) gives

$$\frac1{\tau_{mn}}=\frac{2\pi}{\hbar}\sum_{\mathbf k'}\sum_{q_z}\frac{C}{AL}|I_{mn}(q_z)|^2\,\delta\!\left(E_n+\frac{\hbar^2k'^2}{2m_t}-E\right). \tag{17}$$

By (13) the sum over $q_z$ is $LF_{mn}$, and the length $L$ cancels. The remaining sum counts final states. A phonon conserves spin, so only one spin direction is counted, and the scattering considered here stays in one valley:

$$\sum_{\mathbf k'}\delta(\cdots)=\frac{A}{(2\pi)^2}\int_0^\infty2\pi k'\,\delta(\cdots)\,dk'=\frac{Am_t}{2\pi\hbar^2}\,\theta(E-E_n). \tag{18}$$

The last step uses $k'dk'=(m_t/\hbar^2)\,d(\hbar^2k'^2/2m_t)$, and $\theta$ is the unit step. Putting (18) into (17), the factors $2\pi$ and $A$ cancel:

$$\frac1{\tau_{mn}}=\frac{m_tC}{\hbar^3}F_{mn}\,\theta(E-E_n)=\frac{m_tD^2k_BT}{\hbar^3\rho v^2}\,F_{mn}\,\theta(E-E_n). \tag{19}$$

The rate is proportional to temperature. For each pair of subbands it is a step in energy, because the density of states in the plane is constant.

### Why this is also the momentum relaxation rate

After the sum over $q_z$, the transition probability per unit time from $(m,\mathbf k)$ to $(n,\mathbf k')$ is

$$w_{mn}=\frac{2\pi}{\hbar}\frac{CF_{mn}}{A}\,\delta(E-E'). \tag{20}$$

It does not depend on the angle between $\mathbf k$ and $\mathbf k'$. Let a weak field along $x$ change the occupation by $g_m(\mathbf k)$, proportional to $k_x$ at each energy. In an elastic collision the factors for occupied final states cancel, since $f'(1-f)-f(1-f')=f'-f$. The collision term is then

$$\left(\frac{\partial g_m}{\partial t}\right)_{\rm coll}=\sum_{n,\mathbf k'}w_{mn}\left[g_n(\mathbf k')-g_m(\mathbf k)\right]=-g_m(\mathbf k)\sum_n\frac1{\tau_{mn}}. \tag{21}$$

The first term in the bracket vanishes because $w_{mn}$ is constant over the final circle while $g_n$ changes sign with $k_x'$. Electrons scattered into a state bring no mean momentum with them, also when they come from another subband. The relaxation time of subband $m$ is therefore

$$\frac1{\tau_m(E)}=\sum_n\frac1{\tau_{mn}}=\frac{m_tC}{\hbar^3}\sum_{n:\,E_n<E}F_{mn}. \tag{22}$$

If the coupling depended on $Q$ after the $q_z$ sum, the angle would return through $Q=|\mathbf k'-\mathbf k|$, and (22) would fail.

## Overlaps, mobility and limits of validity

### Quantities carried over

The envelopes $\psi_m$ have subband energies $E_m$ and in-plane mass $m_t$. The deformation potential is $D$, the mass density $\rho$, the longitudinal sound speed $v$ and the form factor $I_{mn}(q_z)$. For elastic scattering in equipartition, the sum over $q_z$ gives the overlap $F_{mn}$ of (13). The rate into each open subband is (19), with $C=D^2k_BT/\rho v^2$, and the momentum relaxation rate is the sum (22). The wavevector transfer in the plane is $Q$, and $x=\hbar vq/k_BT$.

### The hard-wall well

For $\psi_m=\sqrt{2/W}\,\sin(m\pi z/W)$, each density has the form (1) with $2\pi$ replaced by $2m\pi$. The overlap is

$$F_{mn}=\frac1{W^2}\int_0^W\left(1-\cos\frac{2m\pi z}W\right)\left(1-\cos\frac{2n\pi z}W\right)dz=\frac1W\left(1+\frac{\delta_{mn}}2\right). \tag{23}$$

The single cosines integrate to zero. Their product integrates to $W/2$ if $m=n$ and to zero otherwise. Scattering within a subband is thus 1.5 times as strong as scattering into any one other open subband. With $m_t$, $D$ and $T$ held fixed, each rate varies as $1/W$.

In a wide well many subbands are open. If $m_l$ is the mass along $z$, then $E_n=\hbar^2\pi^2n^2/(2m_lW^2)$, and about $W\sqrt{2m_lE}/(\pi\hbar)$ subbands lie below $E$. Each contributes $1/W$ to the sum in (22), and the extra $1/(2W)$ of the diagonal term becomes negligible:

$$\frac1{\tau_m}\to\frac{m_tC}{\hbar^3}\,\frac{\sqrt{2m_lE}}{\pi\hbar}=\frac{2\pi}\hbar\,C\,\frac{m_t\sqrt{2m_lE}}{2\pi^2\hbar^3}. \tag{24}$$

The last fraction is the bulk density of states per volume, for one spin and one valley. The width has dropped out, and (24) is the bulk acoustic rate in the same approximation.

For elastic scattering in equipartition with a constant deformation potential, the acoustic scattering and momentum relaxation rates are set by the density overlaps $F_{mn}$, which for a hard-wall well follow from (23) and lead to the bulk rate when the well is wide. What remains is to find the first correction to equipartition, calculate the mobility of a 5 nm silicon channel, and test the approximations, including the neglect of direction-dependent coupling and of other scattering processes.
